\section*{Effective electric multipole charges of a two-body atom and of positronium}

\section{A quadrupole moment that disappears}

In the $2p_0$ state, muonium (an electron bound to a positive muon) has, in the nonrelativistic spinless model used here, an electric quadrupole moment very close to $-12\,e a_0^2$. Positronium in the same state is about twice as large, so an estimate by size alone would give about $-48\,e a_0^2$. Its quadrupole moment is zero. Its octupole element between $2p_0$ and $3d_0$ is not zero; it is twice that of muonium to about one part in $10^7$. The size of the orbit therefore does not settle the matter. What does is the motion of the positive particle about the centre of mass, and it can be put into one number per multipole order, the effective charge $e_L$.

Hartree atomic units are used: masses in electron masses, lengths in $a_0$, charges in $e$. Particle 1 has mass $m$, charge $q_1=-1$ and position $\mathbf r_1$. Particle 2 has mass $M$, charge $q_2=+Z$ and position $\mathbf r_2$. Both are nonrelativistic point charges, and the operators below are those of their charge density. Spin magnetism, fine structure, relativistic corrections to the charge density and annihilation are not included. Relative to the energy itself, the neglected relativistic corrections to the energy scale as $(Z\alpha)^2$, which is about $5\times10^{-5}$ for $Z=1$, with a numerical coefficient that depends on the state. Their effect on a moment need not be small. The three $2p$ states are degenerate in this model, and even a weak spin-orbit coupling selects particular mixtures of them. The $2p_{\pm1}$ states have $-\frac12$ times the quadrupole moment of $2p_0$. With the spin-orbit coupling of the electron alone and the spin of the partner neglected, a picture suited to hydrogen and muonium but not to positronium, the state $j=\frac12$ contains $2p_0$ with weight $\frac13$ and has no quadrupole moment, while $j=\frac32$, $m_j=\frac12$ contains it with weight $\frac23$ and has half the $2p_0$ value. Values quoted below to five or six figures are values of this model, given for comparison with the numerical output, and their last digits do not describe the real atoms.

\section{Definition of the multipole operator}

Let $\mathbf R$ be the centre of mass and $\mathbf s_i=\mathbf r_i-\mathbf R$. At a point $\mathbf D$, measured from $\mathbf R$ and farther out than both particles, the potential is
\begin{equation}
V(\mathbf D)=\sum_i\frac{q_i}{|\mathbf D-\mathbf s_i|}
=\sum_{L=0}^{\infty}\frac{1}{D^{L+1}}\sum_i q_i s_i^L P_L(\hat{\mathbf D}\cdot\hat{\mathbf s}_i).
\label{eq:pot}
\end{equation}
The second form follows from the generating function of the Legendre polynomials,
\begin{equation}
\frac{1}{\sqrt{1-2xt+t^2}}=\sum_L t^L P_L(x),
\label{eq:gen}
\end{equation}
with $t=s_i/D$ and $x=\hat{\mathbf D}\cdot\hat{\mathbf s}_i$, because $|\mathbf D-\mathbf s_i|=D\sqrt{1-2xt+t^2}$.

To name the separate components, set $C_{L\nu}=\sqrt{4\pi/(2L+1)}\,Y_{L\nu}$. The addition theorem of spherical harmonics reads
\begin{equation}
P_L(\hat{\mathbf D}\cdot\hat{\mathbf s})=\sum_{\nu=-L}^{L}C^*_{L\nu}(\hat{\mathbf D})\,C_{L\nu}(\hat{\mathbf s}),
\label{eq:add}
\end{equation}
so the coefficient of $C^*_{L\nu}(\hat{\mathbf D})/D^{L+1}$ in $V$ is
\begin{equation}
Q_{L\nu}=\sum_i q_i s_i^L C_{L\nu}(\hat{\mathbf s}_i).
\label{eq:Q}
\end{equation}
This is the electric $2^L$-pole operator about the centre of mass. With this normalization $Q_{10}=\sum_i q_i s_{iz}$ and $Q_{20}=\sum_i q_i(3s_{iz}^2-s_i^2)/2$. A code that defines the quadrupole without the factor $1/2$ obtains twice the values given here, with the same $e_2$.

\section{Derivation of the effective charge}

\subsection{Positions about the centre of mass}

Let $\mathbf r=\mathbf r_1-\mathbf r_2$, which points from the positive to the negative particle. From $\mathbf R=(m\mathbf r_1+M\mathbf r_2)/(m+M)$,
\begin{align}
\mathbf s_1&=\frac{(m+M)\mathbf r_1-m\mathbf r_1-M\mathbf r_2}{m+M}=\frac{M}{m+M}\,\mathbf r,\\
\mathbf s_2&=\frac{(m+M)\mathbf r_2-m\mathbf r_1-M\mathbf r_2}{m+M}=-\frac{m}{m+M}\,\mathbf r.
\label{eq:s}
\end{align}
The particles lie on opposite sides of $\mathbf R$, and the heavier one is closer to it.

\subsection{Scaling and sign}

Each $\mathbf s_i$ has the form $\lambda\mathbf r$. For $\lambda>0$ the direction is unchanged and the length is multiplied by $\lambda$, so $s^LC_{L\nu}(\hat{\mathbf s})=\lambda^L r^LC_{L\nu}(\hat{\mathbf r})$.

For $\lambda<0$ the direction is also reversed. The left side of (\ref{eq:gen}) is unchanged when $x$ and $t$ both change sign. Comparing powers of $t$ gives $P_L(-x)=(-1)^LP_L(x)$. Putting $\hat{\mathbf s}=-\hat{\mathbf r}$ in (\ref{eq:add}) and using the linear independence of the $C^*_{L\nu}(\hat{\mathbf D})$ then gives $C_{L\nu}(-\hat{\mathbf r})=(-1)^LC_{L\nu}(\hat{\mathbf r})$. Hence
\begin{equation}
s^LC_{L\nu}(\hat{\mathbf s})=|\lambda|^L(-1)^L r^LC_{L\nu}(\hat{\mathbf r})=\lambda^L r^LC_{L\nu}(\hat{\mathbf r})
\end{equation}
for $\lambda<0$ as well.

\subsection{Result}

Inserting $\lambda_1=M/(m+M)$ and $\lambda_2=-m/(m+M)$ in (\ref{eq:Q}) gives
\begin{equation}
Q_{L\nu}=e_L\,r^LC_{L\nu}(\hat{\mathbf r}),\qquad
e_L=-\left(\frac{M}{m+M}\right)^{L}+(-1)^L Z\left(\frac{m}{m+M}\right)^{L}.
\label{eq:eL}
\end{equation}
The effective charge does not depend on $\nu$ or on the internal state. If a code defines $\mathbf r$ in the opposite direction, $r^LC_{L\nu}$ acquires a factor $(-1)^L$, and $e_L$ must be multiplied by $(-1)^L$ to leave $Q_{L\nu}$ unchanged.

As a numerical test, moments were projected out of the Coulomb potential of two charges at unit separation, for five choices of masses and charge and for $L=0$ to $5$. The largest absolute difference from (\ref{eq:eL}) was $4\times10^{-11}$ atomic units.

\subsection{Low orders and the heavy-nucleus limit}

For $L=0$, $e_0=Z-1$, the net charge. For $L=1$,
\begin{equation}
e_1=-\frac{M+Zm}{m+M}=-1-\frac{(Z-1)m}{m+M}.
\end{equation}
A neutral pair has $e_1=-1$ for any masses, because its dipole moment is the charge times the separation wherever the centre of mass lies. For He$^+$ the second term makes $e_1=-1.000137$.

For $L=2$ and $Z=1$,
\begin{equation}
e_2=\frac{-M^2+m^2}{(m+M)^2}=-\frac{(M-m)(M+m)}{(m+M)^2}=-\frac{M-m}{M+m}.
\label{eq:e2}
\end{equation}
When $M\to\infty$ at fixed $m$, $e_L\to-1$ for every $L\ge1$. To first order in $\epsilon=m/M$, the first term of (\ref{eq:eL}) is $-(1+\epsilon)^{-L}\approx-1+L\epsilon$, and for $L\ge2$ the second is of order $\epsilon^L$ and drops out. For hydrogen this gives $e_2\approx-1+2/1836.15=-0.998911$, which agrees with the full value to the six decimals shown.

\section{Positronium}

For $m=M$ and $Z=1$,
\begin{equation}
e_L=-\frac{1}{2^L}+\frac{(-1)^L}{2^L}=\frac{(-1)^L-1}{2^L}
=\begin{cases}0,&L\text{ even},\\-2^{\,1-L},&L\text{ odd}.\end{cases}
\label{eq:Ps}
\end{equation}
The opposite charges sit at $+\mathbf r/2$ and $-\mathbf r/2$. An even polynomial takes the same value at both points and the contributions cancel. An odd polynomial changes sign, as the charge does, and the contributions add. Thus $e_1=-1$ and $e_3=-0.25$, while $e_2=e_4=0$. The quadrupole cancellation is between $-0.25$ from the electron and $+0.25$ from the positron. It holds for the operator itself, so diagonal and transition elements both vanish.

\subsection{Finite wave number}

The same cancellation occurs in the Fourier component of the charge density at wave vector $\mathbf k$:
\begin{equation}
\rho(\mathbf k)=\sum_iq_ie^{i\mathbf k\cdot\mathbf r_i}
=e^{i\mathbf k\cdot\mathbf R}\left[-e^{i\lambda_1\mathbf k\cdot\mathbf r}+Ze^{i\lambda_2\mathbf k\cdot\mathbf r}\right].
\end{equation}
Expanding the bracket, the term of power $n$ is
\begin{equation}
\frac{(i\mathbf k\cdot\mathbf r)^n}{n!}\left[-\lambda_1^n+Z\lambda_2^n\right]=e_n\frac{(i\mathbf k\cdot\mathbf r)^n}{n!},
\end{equation}
since $\lambda_2^n=(-1)^n[m/(m+M)]^n$. The numbers $e_n$ thus govern the whole series. At finite $k$ a quadrupole transition also receives contributions from $e_4,e_6,\dots$, because $(\mathbf k\cdot\mathbf r)^4$ contains an $L=2$ part. One factor $e_2$ is then not enough for unequal masses, and the bracket should be evaluated as it stands.

In positronium all even $e_n$ vanish, and with $-e^{iu}+e^{-iu}=-2i\sin u$,
\begin{equation}
\rho(\mathbf k)=-2i\,e^{i\mathbf k\cdot\mathbf R}\sin\left(\tfrac12\mathbf k\cdot\mathbf r\right).
\label{eq:sin}
\end{equation}
The internal factor is odd under $\mathbf r\to-\mathbf r$. Its matrix elements between internal states of equal parity vanish for every $\mathbf k$, not only at long wavelength.

\section{The choice of origin}

The factor $e^{i\mathbf k\cdot\mathbf R}$ acts on the motion of the atom as a whole. It can be split off because the Hamiltonian separates in the same coordinates. The chain rule gives
\begin{equation}
\nabla_1=\frac{m}{m+M}\nabla_R+\nabla_r,\qquad
\nabla_2=\frac{M}{m+M}\nabla_R-\nabla_r .
\end{equation}
In $-\nabla_1^2/2m-\nabla_2^2/2M$ the mixed terms are $-\nabla_R\cdot\nabla_r/(m+M)$ and $+\nabla_R\cdot\nabla_r/(m+M)$, and they cancel. The rest is
\begin{equation}
-\frac{\nabla_R^2}{2(m+M)}-\frac{\nabla_r^2}{2\mu},\qquad
\frac1\mu=\frac1m+\frac1M .
\end{equation}
The Coulomb energy $-Z/r$ contains no $\mathbf R$, so the eigenstates can be chosen as products of a centre-of-mass function and an internal function.

Now move the origin from $\mathbf R$ to $\mathbf R+\mathbf b$. Replacing $\mathbf s_i$ by $\mathbf s_i-\mathbf b$ in $Q_{20}$ and expanding the squares gives
\begin{equation}
Q_{20}'=Q_{20}-3b_zd_z+\mathbf b\cdot\mathbf d+\frac{Z-1}{2}(3b_z^2-b^2),
\qquad \mathbf d=\sum_iq_i\mathbf s_i=e_1\mathbf r .
\label{eq:shift}
\end{equation}
For positronium $Q_{20}=0$, $Z-1=0$ and $\mathbf d=-\mathbf r$. If $\mathbf b$ is a fixed vector, the remaining terms are linear in $\mathbf r$ and have no elements between states of equal parity.

Placing the origin on the positron is a different operation: there $\mathbf b=\mathbf s_2=-\mathbf r/2$ moves with the internal coordinate. Equation (\ref{eq:shift}) then gives
\begin{equation}
Q_{20}'=3b_zz-\mathbf b\cdot\mathbf r=-\tfrac32z^2+\tfrac12r^2=-\tfrac12(3z^2-r^2).
\end{equation}
This is the operator with effective charge $-1$. It is the dipole contribution created by the moving origin, and it is the source of the value $-48$. A code written for a fixed nucleus makes this replacement if it changes only the reduced mass and leaves the charge at $-1$.

\section{Worked matrix elements}

\subsection{Length scale}

Set $\mathbf r=a\boldsymbol\rho$ with $a=1/(\mu Z)$. Since $1/(\mu a^2)=Z/a=\mu Z^2$, the internal Hamiltonian becomes
\begin{equation}
-\frac{\nabla_r^2}{2\mu}-\frac Zr=\mu Z^2\left(-\frac{\nabla_\rho^2}{2}-\frac1\rho\right).
\end{equation}
All the atoms considered therefore share the same wave functions of $\boldsymbol\rho$. With $x=\cos\theta$, the normalized functions needed are
\begin{equation}
\phi_{1s}=\frac{e^{-\rho}}{\sqrt\pi},\quad
\phi_{2p_0}=\frac{\rho e^{-\rho/2}x}{4\sqrt{2\pi}},\quad
\phi_{3d_0}=\frac{\rho^2e^{-\rho/3}(3x^2-1)}{81\sqrt{6\pi}} .
\end{equation}
A matrix element of $Q_{L0}$ is $e_La^LI_L$, where $I_L$ is the integral of the two functions with $\rho^LP_L(x)$. The volume element is $2\pi\rho^2\,d\rho\,dx$, and $\int_0^\infty\rho^ne^{-\beta\rho}d\rho=n!/\beta^{n+1}$. For the $1s$--$2p_0$ dipole,
\begin{equation}
I_1=\frac{2\pi}{4\sqrt2\,\pi}\cdot\frac23\cdot4!\left(\frac23\right)^5=\frac{128\sqrt2}{243}.
\end{equation}
For the $2p_0$ quadrupole, $\int_{-1}^1x^2P_2\,dx=\frac12(\frac65-\frac23)=\frac4{15}$, so
\begin{equation}
I_2=\frac{2\pi}{32\pi}\cdot\frac4{15}\cdot6!=12 .
\end{equation}
For the $2p_0$--$3d_0$ octupole the angular integral is
\begin{equation}
\int_{-1}^1(3x^3-x)\frac{5x^3-3x}{2}\,dx=\frac12\left(\frac{30}7-\frac{28}5+2\right)=\frac{12}{35},
\end{equation}
and, since $4\sqrt2\cdot81\sqrt6=648\sqrt3$,
\begin{equation}
I_3=\frac{2\pi}{648\sqrt3\,\pi}\cdot\frac{12}{35}\cdot8!\left(\frac65\right)^9=\frac{128\sqrt3}{9}\left(\frac65\right)^9 .
\end{equation}

\subsection{Charge and size together}

With $a=(m+M)/(mMZ)$ the factors $(m+M)^L$ cancel in the product:
\begin{equation}
e_La^L=\frac{-M^L+(-1)^LZm^L}{(mMZ)^L}
=\frac1{Z^L}\left[-\frac1{m^L}+(-1)^L\frac{Z}{M^L}\right].
\label{eq:prod}
\end{equation}
The two terms are the separate contributions of the particles. The length scale of particle 1 about the centre of mass is $\lambda_1a=1/(mZ)$, which does not contain $M$. A lighter partner enlarges the relative orbit, but it also moves the centre of mass away from itself, and the two effects compensate for particle 1. What changes is the contribution of particle 2.

This explains the muonium value. For $m=Z=1$ the quadrupole moment is
\begin{equation}
12\,e_2a^2=-12\left(1-\frac1{M^2}\right),
\end{equation}
which for $M=206.768$ is $-11.9997\,e a_0^2$ in the model; the relative departure from $-12$, $1/M^2\approx2.3\times10^{-5}$, belongs to the spinless model and should not be read as a prediction for the real atom, whose $2p$ states are mixed by spin-orbit coupling. Here $e_2=-0.990374$, and its first-order change $2/M$ from $-1$ is cancelled by the growth of $a^2$ with $a=1.00484\,a_0$. For the octupole the bracket is $-(1+1/M^3)$, so hydrogen and muonium agree at $-127.104\,e a_0^3$ to the digits shown. For the dipole it is $-(1+1/M)$, and the first-order change survives: the element is $-0.745341\,e a_0$ in hydrogen and $-0.748538\,e a_0$ in muonium.

In positronium $M=1$. The brackets for $L=1,2,3$ are $-2$, $0$ and $-2$, and the elements are $-1.48987\,e a_0$, $0$ and $-254.208\,e a_0^3$. With the origin on the positron, the quadrupole would be $-12a^2=-12\times2^2=-48\,e a_0^2$.

In muonic hydrogen the mass ratio is $m/M\approx0.113$, so the change in $e_2$ is large. Equation (\ref{eq:e2}) gives
\begin{equation}
e_2=-\frac{1836.15-206.77}{1836.15+206.77}=-0.7976,
\end{equation}
and the quadrupole moment is $12e_2a^2=-12\times0.797576\times(0.00538095)^2=-2.771\times10^{-4}\,e a_0^2$. Using the reduced mass but keeping the charge at $-1$ would overestimate its magnitude by the factor $1/0.7976$, about 25\%. These values treat the proton as a point and the muon as nonrelativistic, and they leave out vacuum polarization.

\subsection{A finite-wave-number element}

Take $\mathbf k$ along $z$ with $k=0.5\,a_0^{-1}$, and leave out the factor $e^{i\mathbf k\cdot\mathbf R}$. For positronium $a=2$, so $\frac12kz=\kappa\rho x$ with $\kappa=ka/2=0.5$. The exponents of $1s$ and $2p_0$ add to $\beta=3/2$. Integrating first over angle,
\begin{equation}
\int e^{-\beta\rho+i\kappa\rho x}d^3\rho
=\frac{4\pi}\kappa\int_0^\infty\rho\,e^{-\beta\rho}\sin\kappa\rho\,d\rho
=\frac{8\pi\beta}{(\beta^2+\kappa^2)^2},
\end{equation}
where the radial integral is $-\partial_\beta[\kappa/(\beta^2+\kappa^2)]$. Applying $-i\partial_\kappa$ supplies the factor $\rho x$ and gives $32\pi i\beta\kappa/(\beta^2+\kappa^2)^3$. Multiplication by $1/(4\sqrt2\,\pi)$ gives the contribution of one plane wave. The result is odd in $\kappa$, so the two particles contribute equally:
\begin{equation}
|\langle2p_0|\rho(k)|1s\rangle|=\frac{16\beta\kappa}{\sqrt2\,(\beta^2+\kappa^2)^3}
=\frac{12}{\sqrt2\,(2.5)^3}=0.5431 .
\end{equation}
The $1s$--$3d_0$ element connects states of equal parity and is zero in positronium by (\ref{eq:sin}). In muonium at the same $k$ its magnitude is $0.0382$.

\section{Other zeros and numerical evaluation}

Setting (\ref{eq:eL}) to zero for even $L\ge2$ gives
\begin{equation}
\left(\frac Mm\right)^L=Z .
\end{equation}
For $Z=1$ this requires equal masses, and all even orders then vanish together. For $Z\ne1$ it can hold for at most one even order. The model values $m=1$, $M=2$, $Z=4$ give $e_2=-4/9+4/9=0$ but $e_4=-16/81+4/81=-0.148148$. For odd $L$ both terms of (\ref{eq:eL}) are negative and cannot cancel.

For neutral atoms of nearly equal masses, the two terms of an even $e_L$ almost cancel in floating-point arithmetic. For $L=2$ the factored form (\ref{eq:e2}) avoids subtracting two rounded squares. For $L=4$ the corresponding form follows from $M^4-m^4=(M-m)(M+m)(M^2+m^2)$:
\begin{equation}
e_4=-\frac{(M-m)(M^2+m^2)}{(m+M)^3}.
\end{equation}
The numerical output lists $e_1$ to $e_4$ and the three multipole matrix elements for hydrogen, He$^+$, muonium, muonic hydrogen and positronium.

\section*{Table of computed values}
\begin{verbatim}
masses in m_e, lengths in a0, charges in e
hydrogen: m = 1, M = 1836.1527, Z = 1
  reduced mass = 0.999456 m_e, a = 1.00054 a0
  e_1..e_4 = -1.000000, -0.998911, -0.998368, -0.997824 e
  L=2 parts: -0.998912 e (charge -1), 2.963e-07 e (charge +Z)
  dipole 1s-2p0 = -0.745341 e a0
  quadrupole 2p0 = -12 e a0^2
  octupole 2p0-3d0 = -127.104 e a0^3
He+: m = 1, M = 7294.2995, Z = 2
  reduced mass = 0.999863 m_e, a = 0.500069 a0
  e_1..e_4 = -1.000137, -0.999726, -0.999589, -0.999452 e
  L=2 parts: -0.999726 e (charge -1), 3.758e-08 e (charge +Z)
  dipole 1s-2p0 = -0.37257 e a0
  quadrupole 2p0 = -3 e a0^2
  octupole 2p0-3d0 = -15.888 e a0^3
muonium: m = 1, M = 206.76828, Z = 1
  reduced mass = 0.995187 m_e, a = 1.00484 a0
  e_1..e_4 = -1.000000, -0.990374, -0.985630, -0.980886 e
  L=2 parts: -0.990397 e (charge -1), 2.317e-05 e (charge +Z)
  dipole 1s-2p0 = -0.748538 e a0
  quadrupole 2p0 = -11.9997 e a0^2
  octupole 2p0-3d0 = -127.104 e a0^3
muonic hydrogen: m = 206.768, M = 1836.1527, Z = 1
  reduced mass = 185.840834 m_e, a = 0.00538095 a0
  e_1..e_4 = -1.000000, -0.797576, -0.727095, -0.652468 e
  L=2 parts: -0.807820 e (charge -1), 1.024e-02 e (charge +Z)
  dipole 1s-2p0 = -0.00400846 e a0
  quadrupole 2p0 = -0.000277122 e a0^2
  octupole 2p0-3d0 = -1.43988e-05 e a0^3
positronium: m = 1, M = 1, Z = 1
  reduced mass = 0.500000 m_e, a = 2 a0
  e_1..e_4 = -1.000000, 0.000000, -0.250000, 0.000000 e
  L=2 parts: -0.250000 e (charge -1), 2.500e-01 e (charge +Z)
  dipole 1s-2p0 = -1.48987 e a0
  quadrupole 2p0 = 0 e a0^2
  octupole 2p0-3d0 = -254.208 e a0^3
positronium 2p0 quadrupole, positron as origin: -48.0000 e a0^2
wave number k = 0.5 1/a0
|charge density 1s-3d0|, muonium: 0.038155 e
|charge density 1s-3d0|, positronium: 0.000000 e
|charge density 1s-2p0|, positronium: 0.543058 e
m=1, M=2, Z=4: e_2 = 0.000000 e, e_4 = -0.148148 e
largest error, moments from potential: 4.1e-11
\end{verbatim}
